# The Midgap End State of an Alternating-Bond Chain: a program that tests the result

```python
"""
Result under test: a half-infinite chain with equal site energies and
alternating hoppings -t1 (terminal bond), -t2, -t1, ... has one bound state
if t1 < t2. It has zero energy (midgap), lives on odd sites, and its amplitude
changes by the factor -t1/t2 per two-site cell. If t1 >= t2 there is none.

Symbols: t1, t2 hopping strengths (eV); r = t1/t2; V1 coupling of two sp3
hybrids on one atom, V2 coupling of two hybrids across a bond (eV).
Example: ideal Ge(111), zero in-plane wavevector, where the symmetric
hybrids form such a chain with t1 = sqrt(3) V1 and t2 = V2.
All energies are measured from the centre of the bulk gap.
"""
import itertools
import numpy as np
from scipy.constants import k as boltzmann, e as charge


def open_chain(sites, first, second):
    bonds = -np.where(np.arange(sites - 1) % 2 == 0, first, second)
    return np.diag(bonds, 1) + np.diag(bonds, -1)


def ring(sites, first, second, same_sublattice=0.0):
    h = open_chain(sites, first, second)
    h[0, -1] = h[-1, 0] = -second
    shift_two = np.roll(np.eye(sites), 2, axis=0)
    return h + same_sublattice * (shift_two + shift_two.T)


def end_state(h):
    """Eigenstate with the largest weight on the first site."""
    energies, vectors = np.linalg.eigh(h)
    index = np.argmax(vectors[0] ** 2)
    return energies[index], vectors[:, index]


def zero_energy_end_weight(first, second, cells=600):
    """Residue at zero energy of the end-site Green function."""
    z = 1e-5j
    g = 1 / z
    for site in range(2 * cells - 1, 0, -1):
        hop = first if site % 2 == 1 else second
        g = 1 / (z - hop ** 2 * g)
    return (z * g).real


# ---------- example parameters (rough values for Ge) ----------
sp_splitting = 8.0      # eV
ge_gap = 0.7            # eV
lattice = 0.57          # nm
V1 = sp_splitting / 4
V2 = (ge_gap + 4 * V1) / 2
t1, t2 = np.sqrt(3) * V1, V2
r = t1 / t2
bilayer = lattice / np.sqrt(3)

# ---------- bulk bands of the alternating chain ----------
bulk = np.linalg.eigvalsh(ring(400, t1, t2))
chain_gap = 2 * np.min(np.abs(bulk))
assert abs(chain_gap - 2 * (t2 - t1)) < 1e-9
assert abs(np.max(bulk) - (t1 + t2)) < 1e-9

# ---------- the end state: energy, sublattice, ratio, weight ----------
SITES = 401
base = open_chain(SITES, t1, t2)
energy, psi = end_state(base)
assert abs(energy) < 1e-10
assert np.max(np.abs(psi[1::2])) < 1e-9
ratios = psi[2:40:2] / psi[0:38:2]
assert np.allclose(ratios, -r, atol=1e-8)
assert abs(psi[0] ** 2 - (1 - r ** 2)) < 1e-9

# ---------- half-infinite limit, both orders of the bonds ----------
weight_weak_end = zero_energy_end_weight(t1, t2)
weight_strong_end = zero_energy_end_weight(t2, t1)
assert abs(weight_weak_end - (1 - r ** 2)) < 1e-6
assert abs(weight_strong_end) < 1e-6

# ---------- number of states outside the bands ----------
def count_outside(first, second):
    size = np.abs(np.linalg.eigvalsh(open_chain(400, first, second)))
    low, high = abs(first - second), first + second
    return int(np.sum((size < low - 1e-9) | (size > high + 1e-9)))


outside_weak = count_outside(t1, t2)
outside_strong = count_outside(t2, t1)
assert outside_weak == 2 and outside_strong == 0   # one per weak end

# ---------- equal bonds: the zero-energy state is spread out ----------
levels, states = np.linalg.eigh(open_chain(SITES, 1.0, 1.0))
flat = states[:, np.argmin(np.abs(levels))]
assert np.allclose(flat[::2] ** 2, 1 / 201, atol=1e-9)

# ---------- splitting in a finite film ----------
CELLS = 30
film_level = np.min(np.abs(np.linalg.eigvalsh(open_chain(2 * CELLS, t1, t2))))
film_formula = t2 * r ** CELLS * (1 - r ** 2)
assert abs(film_level / film_formula - 1) < 1e-2   # neglects r**(2*CELLS)

# ---------- effects that move the level off midgap ----------
def level_with_end_shift(u):
    h = base.copy()
    h[0, 0] += u
    return end_state(h)[0]


def level_with_same_sublattice(s):
    extra = s * (np.eye(SITES, k=2) + np.eye(SITES, k=-2))
    levels_bulk = np.linalg.eigvalsh(ring(400, t1, t2, s))
    centre = (levels_bulk[199] + levels_bulk[200]) / 2
    return end_state(base + extra)[0] - centre


def site_pattern(sites, size):
    return size * np.resize([1.0, -1.0, -1.0, 1.0], sites)


assert abs(level_with_end_shift(0.02) / (0.02 * (1 - r ** 2)) - 1) < 1e-2
assert abs(level_with_same_sublattice(0.005) / (0.01 * (1 - r)) - 1) < 1e-2
pattern_factor = (1 - r ** 2) / (1 + r ** 2)
small = end_state(base + np.diag(site_pattern(SITES, 0.02)))[0]
assert abs(small / (0.02 * pattern_factor) - 1) < 1e-2

U, S = 0.2, 0.05        # eV, round illustrative sizes
level_U = level_with_end_shift(U)
level_S = level_with_same_sublattice(S)

# ---------- full four-hybrid model of the crystal and its surface ----------
atom = V1 * (2 * np.eye(4) - np.ones((4, 4)))


def crystal_bands(phases):
    h = np.zeros((8, 8), complex)
    h[:4, :4] = h[4:, 4:] = atom
    h[:4, 4:] = -V2 * np.diag(phases)
    h[4:, :4] = h[:4, 4:].conj().T
    return np.linalg.eigvalsh(h)


angles = 2 * np.pi * np.arange(8) / 8
mesh = np.array([crystal_bands(np.exp(1j * np.array((0.0,) + p)))
                 for p in itertools.product(angles, repeat=3)])
top_valence, bottom_conduction = mesh[:, 3].max(), mesh[:, 4].min()
full_gap = bottom_conduction - top_valence
assert abs(full_gap - (2 * V2 - 4 * V1)) < 1e-9
assert abs(top_valence + bottom_conduction) < 1e-9


def surface_slab(bilayers, back_phases):
    """Top hybrid 0 dangles; the dangling hybrid at the bottom is removed."""
    h = np.kron(np.eye(2 * bilayers), atom)
    for m in range(bilayers):
        upper, lower = 8 * m, 8 * m + 4
        for i in (1, 2, 3):
            value = -V2 * back_phases[i - 1]
            h[upper + i, lower + i] = h[lower + i, upper + i] = value
        if m + 1 < bilayers:
            h[lower, lower + 4] = h[lower + 4, lower] = -V2
    keep = np.delete(np.arange(8 * bilayers), 8 * bilayers - 4)
    return h[np.ix_(keep, keep)]


LAYERS = 50
slab_levels = np.linalg.eigvalsh(surface_slab(LAYERS, (1, 1, 1)))
in_gap = slab_levels[np.abs(slab_levels) < full_gap / 2 - 0.01]
assert len(in_gap) == 1
full_level = in_gap[0]

# The symmetric channel alone must contain the same gap state.
n_sym = 4 * LAYERS - 1
symmetric = open_chain(n_sym, t1, t2) + np.diag(site_pattern(n_sym, V1))
sym_levels, sym_states = np.linalg.eigh(symmetric)
sym_index = np.argmin(np.abs(sym_levels - full_level))
assert abs(sym_levels[sym_index] - full_level) < 1e-9
sym_state = sym_states[:, sym_index]
full_ratio = sym_state[24] / sym_state[20]
assert abs(sym_state[28] / sym_state[24] - full_ratio) < 1e-4
assert 0 < full_ratio < 1

# Surface level at the zone-edge point M (one back bond changes sign).
level_M, state_M = end_state(surface_slab(LAYERS, (1, 1, -1)))
assert state_M[0] ** 2 > 0.5

# ---------- derived lengths and printed results ----------
length_chain = bilayer / (2 * np.log(1 / r))
length_full = bilayer / np.log(1 / full_ratio)
thermal = boltzmann * 300 / charge

print("INPUTS (rough values for Ge)")
print(f"s-p splitting                        {sp_splitting:.1f} eV")
print(f"band gap                             {ge_gap:.1f} eV")
print(f"lattice constant                     {lattice:.2f} nm")
print(f"V1, hybrids on one atom              {V1:.2f} eV")
print(f"V2, hybrids across a bond            {V2:.2f} eV")
print(f"(111) bilayer spacing                {bilayer:.3f} nm")
print("ALTERNATING CHAIN")
print(f"terminal hopping t1                  {t1:.3f} eV")
print(f"next hopping t2                      {t2:.3f} eV")
print(f"ratio r = t1/t2                      {r:.4f}")
print(f"computed amplitude ratio per cell    {ratios[0]:.4f}")
print(f"amplitude ratio per bilayer          {r**2:.4f}")
print(f"chain gap                            {chain_gap:.3f} eV")
print(f"size of end-state energy             {abs(energy):.0e} eV")
for n in range(4):
    print(f"probability on site {2*n+1}                {psi[2*n]**2:.4f}")
print(f"probability in first bilayer         {np.sum(psi[:4]**2):.4f}")
print(f"zero-energy end weight, weak end     {weight_weak_end:.4f}")
print(f"zero-energy end weight, strong end   {abs(weight_strong_end):.4f}")
print(f"states outside bands, two weak ends  {outside_weak}")
print(f"states outside bands, strong ends    {outside_strong}")
print(f"amplitude decay length               {length_chain:.3f} nm")
print(f"film: number of cells                {CELLS}")
print(f"film thickness                       {CELLS/2*bilayer:.2f} nm")
print(f"film splitting 2E, diagonalized      {2000*film_level:.3f} meV")
print(f"film splitting 2E, formula           {2000*film_formula:.3f} meV")
print("NEGLECTED EFFECTS (levels from gap centre)")
print(f"end-site shift U                     {U:.2f} eV")
print(f"level with U, diagonalized           {level_U:.4f} eV")
print(f"level with U, first order            {U*(1-r**2):.4f} eV")
print(f"same-sublattice hopping s            {S:.2f} eV")
print(f"level with s, diagonalized           {level_S:.4f} eV")
print(f"level with s, first order            {2*S*(1-r):.4f} eV")
print(f"site energies +V1,-V1: first order   {V1*pattern_factor:.3f} eV")
print(f"thermal energy at 300 K              {thermal:.4f} eV")
print("FULL FOUR-HYBRID MODEL")
print(f"bulk gap                             {full_gap:.3f} eV")
print(f"surface level, zero wavevector       {full_level:.3f} eV")
print(f"same level above valence top         {full_level-top_valence:.3f} eV")
print(f"same level below conduction edge     {bottom_conduction-full_level:.3f} eV")
print(f"amplitude ratio per bilayer          {full_ratio:.4f}")
print(f"amplitude decay length               {length_full:.3f} nm")
print(f"surface level at M                   {level_M:.3f} eV")
print(f"dangling-hybrid weight at M          {state_M[0]**2:.3f}")
print("every check passed")
```

Output:

```
INPUTS (rough values for Ge)
s-p splitting                        8.0 eV
band gap                             0.7 eV
lattice constant                     0.57 nm
V1, hybrids on one atom              2.00 eV
V2, hybrids across a bond            4.35 eV
(111) bilayer spacing                0.329 nm
ALTERNATING CHAIN
terminal hopping t1                  3.464 eV
next hopping t2                      4.350 eV
ratio r = t1/t2                      0.7963
computed amplitude ratio per cell    -0.7963
amplitude ratio per bilayer          0.6342
chain gap                            1.772 eV
size of end-state energy             9e-17 eV
probability on site 1                0.3658
probability on site 3                0.2320
probability on site 5                0.1471
probability on site 7                0.0933
probability in first bilayer         0.5978
zero-energy end weight, weak end     0.3658
zero-energy end weight, strong end   0.0000
states outside bands, two weak ends  2
states outside bands, strong ends    0
amplitude decay length               0.723 nm
film: number of cells                30
film thickness                       4.94 nm
film splitting 2E, diagonalized      3.434 meV
film splitting 2E, formula           3.434 meV
NEGLECTED EFFECTS (levels from gap centre)
end-site shift U                     0.20 eV
level with U, diagonalized           0.0731 eV
level with U, first order            0.0732 eV
same-sublattice hopping s            0.05 eV
level with s, diagonalized           0.0204 eV
level with s, first order            0.0204 eV
site energies +V1,-V1: first order   0.448 eV
thermal energy at 300 K              0.0259 eV
FULL FOUR-HYBRID MODEL
bulk gap                             0.700 eV
surface level, zero wavevector       0.169 eV
same level above valence top         0.519 eV
same level below conduction edge     0.181 eV
amplitude ratio per bilayer          0.8440
amplitude decay length               1.941 nm
surface level at M                   2.522 eV
dangling-hybrid weight at M          0.666
every check passed
```
